Film thickness on a rotating wafer under exponential streamwise depletion

Q: You say that turning a wafer evens out the film in a horizontal deposition reactor. The gas still loses its reactant along the flow, and rotation does not put any back. Why should the growth rate even have a simple form to average?

A: Take silane, SiH4, dilute in hydrogen, flowing between a hot floor and a roof a height H above it. Let x be the distance along the flow from the start of the hot floor, and z the height divided by H. The flow is steady, laminar and fully developed, with mean speed U, so its speed is U f(z) with

f(z) = 6z(1 − z), ∫₀¹ f dz = 1.

Assume for now one temperature, a constant diffusivity D, no side walls and no reaction in the gas. Neglect diffusion along x. What the flow carries away must be supplied by diffusion across the channel:

U f ∂C/∂x = (D/H²) ∂²C/∂z².

The factor 1/H² comes from measuring height in units of H. With ξ = xD/(UH²) this becomes

f ∂C/∂ξ = ∂²C/∂z².

The floor consumes silane as fast as it arrives, so C = 0 at z = 0. The roof is impermeable, so ∂C/∂z = 0 at z = 1. Try C = Z(z) exp(−λξ):

Z″ = −λ f Z, Z(0) = 0, Z′(1) = 0.

This has a discrete set of solutions with λ₁ < λ₂ < … . They are positive: multiplying by Z and integrating by parts gives ∫Z′² dz = λ∫fZ² dz, the end terms vanishing by the boundary conditions. Far enough downstream only the slowest mode matters, and

C ∝ exp(−x/L), L = UH²/(λ₁D).

The numerical solution gives λ₁ = 2.4304, the same to these digits from a matrix and from integrating across the channel.

Q: That is a concentration. The film responds to a flux.

A: The flux follows from a balance. Define the flow-weighted mean Cₘ = ∫₀¹ f C dz and integrate the channel equation over z:

dCₘ/dξ = [∂C/∂z]₀¹ = −(∂C/∂z at z = 0).

The upper limit contributes nothing because the roof is impermeable. For the slowest mode the left side is −λ₁Cₘ, so the slope at the floor is λ₁Cₘ. The flux towards the floor is D/H times that slope:

J = λ₁ D Cₘ/H.

Each silane molecule leaves one silicon atom, so the growth rate is G = J/n, with n the atomic density of silicon. It inherits the exponential. If the rotation axis is at x_c and the rate there is G_c,

G(x) = G_c exp[−(x − x_c)/L].

Q: Now turn the wafer. A point near the rim passes through rich gas and poor gas. I would expect the two to cancel and leave a flat film.

A: They would cancel if G were a straight line. Follow one point of the wafer. Let it sit at distance r from the axis, with the wafer centred on the axis and turning at constant angular speed ω. Measured from the downstream direction, its angle is θ = φ + ωt′, where φ is its starting angle. Its streamwise position is x_c + r cos θ. With a = r/L, its thickness after time t is

h = G_c ∫₀ᵗ exp[−a cos(φ + ωt′)] dt′.

Here I assume that the rotation does not disturb G(x), and that the growth rate depends neither on the wafer's orientation nor on the thickness already grown.

Let t contain N whole turns, t = 2πN/ω. Since dt′ = dθ/ω, and the integrand repeats every 2π, each turn contributes the same amount wherever it begins:

h = G_c (N/ω) ∫₀^2π exp(−a cos θ) dθ = G_c t (1/2π) ∫₀^2π exp(−a cos θ) dθ.

The starting angle φ has gone, so the film is axially symmetric. The sense of rotation does not matter either.

Q: You still owe me the integral.

A: Write the angular mean as ⟨…⟩ and expand the exponential. The series converges uniformly in θ, so it may be averaged term by term:

⟨exp(−a cos θ)⟩ = Σₘ (−a)ᵐ ⟨cosᵐθ⟩/m!.

Replacing θ by θ + π changes the sign of cos θ but not the mean over a full turn. Odd powers therefore average to zero. For the even ones, differentiate:

d/dθ (sin θ cosᵐ⁻¹θ) = cosᵐθ − (m − 1) sin²θ cosᵐ⁻²θ
= m cosᵐθ − (m − 1) cosᵐ⁻²θ,

where the second line uses sin²θ = 1 − cos²θ. The derivative of a periodic function has zero mean, hence

⟨cosᵐθ⟩ = [(m − 1)/m] ⟨cosᵐ⁻²θ⟩.

Start from ⟨1⟩ = 1 and step up to m = 2k. The numerators multiply to 1·3·…·(2k − 1) = (2k)!/(2ᵏk!), and the denominators to 2·4·…·2k = 2ᵏk!. So

⟨cos²ᵏθ⟩ = (2k)!/[4ᵏ(k!)²].

The factor (2k)! cancels the one in the exponential series, leaving

⟨exp(−a cos θ)⟩ = Σₖ (a/2)²ᵏ/(k!)² = I₀(a).

This series defines the modified Bessel function of order zero. The thickness is therefore

h(r) = G_c t I₀(r/L).

Direct quadrature of the angular mean agrees with the series at a = 0.30, 2 and 5.

Q: So the film is not flat. What is left over, physically?

A: The curvature of the growth profile. The first terms are

I₀(a) = 1 + a²/4 + a⁴/64 + … .

The linear slope, which dominates on a wafer at rest, has dropped out. The rich side gains more than the poor side loses because an exponential is convex. Every term beyond the first is positive, so in this model the rim is thicker than the centre whichever way the gas flows.

The opposite limit is a wafer much larger than L. For a ≫ 1 nearly all growth at the rim occurs while a point is near its most upstream position, θ = π. Put θ = π + δ; then −cos θ = cos δ ≈ 1 − δ²/2, and

I₀(a) ≈ (eᵃ/2π) ∫ exp(−aδ²/2) dδ = eᵃ/√(2πa).

The Gaussian integral supplies √(2π/a). A point at rest at the upstream rim would have grown eᵃ, so rotation now reduces the extreme only by a factor of about √(2πa). Rotation leaves a nearly flat film when R/L is small, but a rim much thicker than the centre when it is large.

Q: Give me numbers for a wafer I could picture.

A: Take a wafer of radius R = 10 cm and a channel with H = 2 cm, U = 100 cm/s and D = 5 cm²/s at a mean gas temperature of 1000 K and 760 Torr. Then

L = 100 × 2²/(2.4304 × 5) = 32.9 cm, R/L = 0.304.

Put the axis 30 cm from the start of the hot floor. With 0.20 % silane at the inlet, the inlet density is 1.468 × 10¹⁶ cm⁻³. Solving the channel equation from a uniform inlet gives a flow-weighted mean at the axis of 0.360 times that. The flux is

J = 2.4304 × 5 × 0.360 × 1.468 × 10¹⁶/2 = 3.21 × 10¹⁶ cm⁻² s⁻¹.

Dividing by n = 5.0 × 10²² cm⁻³ gives 6.42 × 10⁻⁷ cm/s, or 0.385 µm/min. Ten minutes produce 3.85 µm at the centre.

With the same exponential profile and no rotation, the upstream edge would be 3.85 e^0.304 = 5.22 µm thick and the downstream edge 2.84 µm, a ratio e^(2R/L) = 1.84. At 10 rpm, ten minutes are 100 whole turns. The rim then has I₀(0.304) = 1.0232 times the centre thickness, which is 3.94 µm. The estimate (R/L)²/4 gives a rise of 2.31 %, against 2.32 % from the full function.

As a half-range, (max − min)/(max + min), the non-uniformity is tanh(R/L) = 29.5 % at rest and (I₀ − 1)/(I₀ + 1) = 1.15 % with rotation.

Q: Have you gained or lost film by turning it?

A: Neither, in this model. The area mean of the resting film, relative to its centre, is

(1/πR²) ∫₀ᴿ r dr ∫₀^2π exp(−r cos θ/L) dθ = (2/R²) ∫₀ᴿ I₀(r/L) r dr,

because the inner integral is 2πI₀(r/L). The right side is the area mean of the rotated film. Rotation moves thickness around each circle and does nothing else. Let b = R/L and integrate the series, using ∫₀ᴿ r²ᵏ⁺¹ dr = R²ᵏ⁺²/(2k + 2):

(2/R²) ∫₀ᴿ I₀ r dr = Σₖ (b/2)²ᵏ/[k!(k + 1)!] = 2I₁(b)/b.

The last step uses I₁(b) = Σₖ (b/2)²ᵏ⁺¹/[k!(k + 1)!]. For the example this is 1.0116, and direct integration over the resting profile agrees. The mean thickness is 3.90 µm.

Q: Runs do not stop on whole turns, and motors do not turn perfectly evenly.

A: For the first point, expand the rate seen by a wafer point in harmonics. It is even in θ, so only cosines occur. With Iₙ(a) = ⟨exp(a cos θ) cos nθ⟩, shifting θ by π to change the sign of a gives a factor (−1)ⁿ:

exp(−a cos θ) = I₀(a) + 2 Σₙ (−1)ⁿ Iₙ(a) cos nθ, n ≥ 1.

Integrate from φ to φ + Θ, where Θ is the total angle turned, and divide by Θ:

h/(G_c t) = I₀(a) + (2/Θ) Σₙ (−1)ⁿ Iₙ(a) [sin n(φ + Θ) − sin nφ]/n.

For small a the term n = 1 dominates. By the formula for a difference of sines it equals

−(4I₁(a)/Θ) sin(Θ/2) cos(φ + Θ/2).

This is a tilt across the wafer, largest near half a turn left over. After 100.5 turns Θ = 631, and the amplitude at the rim is 4I₁/Θ = 0.097 % of the centre thickness. Summing the growth over time gives the same figure.

For the second point, suppose that the motor lingers at one angle, so that the time spent per unit motor angle α is proportional to 1 + ε cos α. To first order in a, the mean acquires

−a ε ⟨cos(φ + α) cos α⟩ = −(aε/2) cos φ.

More turns do not remove this tilt, because it repeats every turn. With ε = 1 % it is 0.15 % at the rim.

Q: And if the wafer sits off the axis?

A: The film is then symmetric about the axis, not about the wafer. For a displacement d, the two opposite edges lie at R + d and R − d from the axis. To leading order their difference, relative to the thickness on the axis, is

[(R + d)² − (R − d)²]/(4L²) = Rd/L².

For d = 0.1 cm this is 0.092 %; the full function gives 0.093 %.

Q: You threw away every mode but the slowest. The wafer's upstream edge is only 20 cm from the start of the hot floor.

A: Each mode is itself an exponential, with Lₙ = UH²/(λₙD), and averaging is linear. If mode n contributes gₙ exp(−x/Lₙ) to the growth rate, the rotated film grows at the mean rate

Σₙ gₙ exp(−x_c/Lₙ) I₀(r/Lₙ).

The second mode has λ₂ = 23.6 and L₂ = 3.39 cm. It is short-lived, but R/L₂ is about 3, so what survives of it is strongly concentrated at the rim. Averaging the complete solution from the inlet around the rim gives these rises, with everything but the axis position held fixed:

axis at 60 cm: 2.32 %
axis at 30 cm: 2.41 %
axis at 15 cm: 7.0 %

The first agrees with I₀, which tests the chain from the channel equation to the film. The last shows the single-exponential law failing. The second mode accounts for most of the difference. Moving the axis from 15 to 30 cm should reduce its weight relative to the first by exp[−15(1/3.39 − 1/32.9)] = 0.019. The excess of 4.68 % at 15 cm then becomes 0.09 %, as found at 30 cm.

Q: The wafer also drags gas round with it. Its rim moves at 10.5 cm/s, a tenth of the gas speed. Does that not spoil the profile?

A: Locally it does. On one side of the axis the gas is hurried along, and on the other it is held back. But reversing the rotation produces the mirror image of the same flow, reflected across the streamwise line through the axis. A mean around a circle is unchanged by that reflection, so it is an even function of ω. If it can be expanded in powers of ω, the linear term is absent.

To size the rest, let the gas over the wafer turn at half the wafer's rate. That is the depth mean if the dragged velocity falls linearly from floor to roof. Add this to a uniform stream U and let silane decay along each path at the rate U/L. The largest local change in growth at the rim is 1.6 %, but the rim's mean changes by only 0.003 % of the undisturbed centre value. Doubling the speed multiplies this change by 4.01, as a quadratic effect should. The centre shifts slightly too, and the edge rise goes from 2.32 % to 2.33 %. The 1.6 % and 0.003 % belong to this depth-averaged picture. Letting the dragged velocity fall linearly with height in the channel equation itself gives 1.4 % and 0.0005 %, with the same edge rise of 2.33 %. This is an estimate for slow rotation, not for a wafer spun fast enough to pump the gas.

Q: A real reactor has a cold roof. Your single temperature looks like the weakest assumption.

A: It affects L more than it affects the law. As long as the gas properties and wall conditions do not vary along x, the silane equation is linear with coefficients independent of x. Its modes are still exponential in x, and I₀(r/L) stands with a changed L. For small R/L the edge rise then varies as 1/L².

Take a floor at 1300 K, a roof at 700 K and a linear temperature profile between them. Keep the molar flow and the parabolic velocity shape fixed, and let D vary as T^1.7 at constant pressure. Then L = 32.5 cm and, for a wafer beyond the entrance modes, the rise is 2.37 %. So small a shift depends on the assumed shapes: if the conductivity and viscosity of the gas also vary, roughly as T^0.7, the profiles bend and L is 33.2 cm instead. Now add thermal diffusion, which drives the heavy silane away from the hot floor. With the linear and parabolic shapes and a thermal diffusion factor of 0.5, L becomes 36.3 cm and the rise, again beyond the entrance modes, falls to 1.9 %. That factor is on the low side: kinetic theory puts it nearer 0.7 to 0.8 for dilute silane in hydrogen, and 0.7 gives 38.0 cm and 1.7 %.

Two other changes can each be made alone in the one-temperature model. Diffusion along the flow gives L = 33.0 cm. A floor on which one silane impact in a hundred reacts, a rough assumption with the impact speed taken at 1300 K, gives 33.7 cm and a rise of 2.2 %. This result is sensitive to the assumed probability. Below about 2 × 10⁻³ the surface matters more than thermal diffusion with a factor of 0.5: one impact in a thousand gives 40.8 cm and 1.5 %, one in ten thousand 117 cm and 0.2 %. The values of L quoted earlier hold only where the floor reacts fast enough for transport to limit the growth.

Q: Then how close is all this to a machine that grows silicon?

A: The parameters are round numbers of the rough size found in atmospheric-pressure silicon epitaxy on 200 mm wafers, and a growth rate of a few tenths of a µm/min is reasonable there. At least two choices are not typical. A floor at 1300 K is towards the hot end for silane, where decomposition in the gas becomes a concern. And 30 cm of consuming hot floor ahead of the axis is long for a single-wafer reactor, where the heated surface upstream of the wafer is usually short. A short heated entry breaks the single-exponential assumption: with the axis at 15 cm the model's edge rise is already three times the I₀ value. Side walls, gas-phase reactions and uneven wafer temperature are not included, and I have not sized them.

Within the model, a required edge rise s ≪ 1 sets L ≥ R/(2√s), from (R/L)²/4 ≤ s. For s = 1 % and R = 10 cm, L must be at least 50 cm. At fixed H and D that means raising U from 100 to about 152 cm/s. The entrance modes then reach further downstream in the same proportion, since every Lₙ is proportional to U. The rule holds only if the wafer still lies beyond them. With the axis left at 30 cm it does not: at 152 cm/s the complete solution gives a rise of 1.4 %. With the axis at 60 cm it gives 1.0 %. The numerical output gives the remaining figures.

Values computed for the example and the checks

```
Channel height H = 2.0 cm; mean gas speed U = 100 cm/s
Silane diffusivity D = 5.0 cm2/s at 1000 K, 760 Torr
Inlet silane mole fraction = 0.20 %
Wafer radius R = 10 cm; axis at x_c = 30 cm from hot-zone start
Rotation = 10 rpm; time = 10 min; turns = 100
Silicon atomic density = 5.0e+22 cm^-3
Slowest eigenvalue (shooting) = 2.4304; (matrix) = 2.4304
Second eigenvalue (matrix) = 23.59
Depletion length L = 32.92 cm; second mode = 3.39 cm
R/L = 0.3038
Inlet silane density = 1.468e+16 cm^-3
Flow-weighted silane at axis / inlet = 0.3600
Silicon flux at axis = 3.211e+16 cm^-2 s^-1
Growth rate at axis = 0.3853 um/min
Static thickness, upstream edge = 5.221 um
Static thickness, downstream edge = 2.844 um
Static edge-to-edge ratio = 1.8360
Rotated: r = 0 cm, I0 = 1.00000, h = 3.8534 um
Rotated: r = 5 cm, I0 = 1.00578, h = 3.8756 um
Rotated: r = 10 cm, I0 = 1.02321, h = 3.9428 um
Edge rise I0-1 = 2.321 %; (R/L)^2/4 = 2.307 %
Half-range (max-min)/(max+min): static = 29.48 %
Half-range (max-min)/(max+min): rotated = 1.147 %
Area mean / centre: static = 1.011581; formula = 1.011581
Marched edge rise, axis at 60 cm = 2.321 %
Marched edge rise, axis at 30 cm = 2.407 %
Marched edge rise, axis at 15 cm = 7.000 %
Streamwise diffusion: L = 32.97 cm, rise = 2.314 %
Reactive sticking = 0.01; surface rate = 231 cm/s
Finite surface rate: L = 33.69 cm, rise = 2.214 %
Floor = 1300 K; cold roof = 700 K; thermal diffusion factor = 0.5
Cold roof, no Soret: L = 32.54 cm, rise = 2.374 %
Cold roof with Soret: L = 36.31 cm, rise = 1.905 %
Half turn left over: deviation = 0.0972 %; formula = 0.0973 %
Offset 0.1 cm: edge difference = 0.0934 %; formula = 0.0923 %
Wafer edge speed = 10.47 cm/s
Swirl: largest local change at edge = 1.618 %
Swirl: change of edge ring mean = -0.0032 % of static centre
Swirl: ratio of mean changes at 20 and 10 rpm = 4.011
Swirl: edge rise = 2.332 %
Viscosity = 8 cm2/s; Prandtl = 0.7; Reynolds = 25
Rayleigh number = 51
```
